Counting Telegraph Fluctuators from the Kurtosis of Their Current

**Question**

The read current of a resistive memory cell is disturbed by N traps. Each switches the current between two levels separated by a step Δ. The model is

I(t) = I₀ + (Δ/2) S(t),  S = s₁ + s₂ + … + s_N,  s_i = ±1.

I₀ is the mean current. Unless a part says otherwise, the traps are independent, have the same Δ, and flip at the same rate γ in both directions, so the mean dwell time in either level is 1/γ. The process is stationary, and the contributions of the traps are assumed to add. Angle brackets denote ensemble averages. With central moments μ_n = ⟨(I − ⟨I⟩)ⁿ⟩, the excess kurtosis is

κ = μ₄/μ₂² − 3,

which vanishes for a Gaussian distribution.

For numbers use a cell of hafnium-oxide type with rough typical values: I₀ = 1000 nA, N = 5, Δ = 20 nA, 1/γ = 1 ms, temperature 300 K (kT = 25.85 meV), and a record of T = 10 s sampled every 10 µs.

**(a) Find κ for N traps, and explain how it could be used to count them.**

*Model answer.* Let P₊ and P₋ be the probabilities of the two levels of one trap. Then dP₊/dt = −γP₊ + γP₋, and stationarity gives P₊ = P₋ = 1/2. Hence ⟨s_i⟩ = 0, while s_i² = s_i⁴ = 1.

In ⟨S²⟩ = Σ_ij ⟨s_i s_j⟩ the terms with i ≠ j factorize and vanish, so

⟨S²⟩ = N.

In ⟨S⁴⟩ a product of four spins survives only if every trap occurs an even number of times. All four indices may be equal, which gives N terms. Otherwise they form two different pairs. Four positions can be paired in 3 ways, and the two pairs can be given different trap labels in N(N − 1) ways. Therefore

⟨S⁴⟩ = N + 3N(N − 1) = 3N² − 2N.

The mean I₀ drops out of central moments, and the factor (Δ/2)⁴ cancels in the ratio:

κ = (3N² − 2N)/N² − 3 = −2/N.

The result holds for every N ≥ 1. It can be inverted to give the estimator

N_est = −2/κ.

For N = 1 the value is −2. No distribution can lie lower, because μ₄ ≥ μ₂² (the variance of the squared deviation cannot be negative). For N = 5 it is −0.4, and for N = 50 it is −0.04. As N grows the distribution approaches a Gaussian, and the remaining departure carries the number of traps. Neither Δ nor γ has to be known.

**(b) Can the power spectrum provide the same information?**

*Model answer.* Given s_i(0), the conditional mean obeys d⟨s_i⟩/dt = −2γ⟨s_i⟩, since a flip changes s_i by −2s_i and occurs at rate γ. Multiplying the solution by s_i(0) and averaging gives

⟨s_i(0)s_i(t)⟩ = exp(−2γ|t|).

Different traps are uncorrelated, so the current has autocovariance

(NΔ²/4) exp(−2γ|t|).

Its shape does not depend on N. If the total variance is held fixed, one trap with a large step and many traps with small steps have the same autocovariance, and hence the same spectrum. The variance NΔ²/4 yields N only if Δ is known separately. The kurtosis removes this ambiguity: by part (a) it equals −2/N whatever the variance.

**(c) How long must the record be? Derive the statistical error of κ for γT ≫ 1, and apply it to the cell.**

*Model answer.* Put y = S/√N, so that ⟨y²⟩ = 1 and ⟨y⁴⟩ = M = 3 − 2/N. Let m₂ and m₄ be the central moments computed from the record. To first order in their errors,

δ(m₄/m₂²) = δm₄ − 2M δm₂.

Subtracting the record's own mean ȳ changes m₄ at first order by −4ȳ⟨y³⟩, which is zero by symmetry, and changes m₂ only at second order. The error of κ is therefore the time average of

f = y⁴ − M − 2M(y² − 1).

Let e₂ be the sum of s_i s_j over all distinct pairs, and e₄ the sum of products over all distinct quadruples. Then S² = N + 2e₂. In S⁴, each product of four different spins appears 4! = 24 times. A given pair product s_i s_j arises 4 times from s_i³s_j, 4 times from s_i s_j³, and 12 times from s_i s_j s_k² for each of the N − 2 other traps. The total is 8 + 12(N − 2) = 12N − 16, so

S⁴ = 3N² − 2N + (12N − 16)e₂ + 24e₄.

Insert this in f, using 2M(y² − 1) = 4M e₂/N = (12N − 8)e₂/N². The constants cancel, and

f = (24e₄ − 8e₂)/N².

A product of k different spins has autocorrelation exp(−2kγ|t|), by independence. Products over different sets of traps are uncorrelated, because at least one spin is left unpaired. With C(N,k) the binomial coefficient,

⟨e_k(0)e_k(t)⟩ = C(N,k) exp(−2kγ|t|).

For T much longer than the correlation time, the variance of a time average is (2/T) times the integral of the autocovariance from 0 to ∞. For e_k this gives C(N,k)/(kγT). Hence

Var κ = c_N/(γT),
c_N = [576 C(N,4)/4 + 64 C(N,2)/2]/N⁴ = [144 C(N,4) + 32 C(N,2)]/N⁴.

For large N, C(N,4) ≈ N⁴/24 and c_N → 6. For N = 1 the leading-order error vanishes.

Since |dN_est/dκ| = 2/κ² = N²/2, the relative error of the count, and the time needed to reduce it to ε, are

δN/N = (N/2)√(c_N/(γT)),
T = N²c_N/(4γε²).

For the cell, c₅ = (144·5 + 32·10)/625 = 1.664 and γT = 10⁴. The standard error of κ is √(1.664×10⁻⁴) = 0.0129, and the relative error of N is 2.5 × 0.0129 = 3.2 percent. An accuracy of 10 percent takes 1.04 s for five traps but 332 s for fifty at the same γ. The time grows as N² once c_N has saturated; between these two cases c_N still rises, so the ratio exceeds 100.

A simulated 10 s record of the ideal cell gave κ = −0.397 and N_est = 5.03, well within one standard error of the true values. In a second simulation, 400 records with γT = 1000 scattered with standard deviation 0.0399, against 0.0408 from the formula.

The sampling rate does not rescue a short record: samples much closer together than 1/γ repeat nearly the same information.

**(d) Let every trap be in its upper-current state with probability p, and put q = 1 − p. Find the kurtosis and skewness, and use them to repair the count. What does κ = 0 imply? Apply the results to a level offset caused by the read voltage.**

*Model answer.* Let d_i be the deviation from the mean of one trap's two-valued variable (0 or 1). It equals q with probability p and −p with probability q. Thus

⟨d²⟩ = pq² + qp² = pq,
⟨d³⟩ = pq³ − qp³ = pq(q − p),
⟨d⁴⟩ = pq⁴ + qp⁴ = pq(q³ + p³) = pq(1 − 3pq).

The last step uses p³ + q³ = (p + q)³ − 3pq(p + q).

For a sum D of independent centred variables, the pairing argument of part (a) gives

⟨D⁴⟩ = Σ_i⟨d_i⁴⟩ + 3Σ_{i≠j}⟨d_i²⟩⟨d_j²⟩,

and therefore

⟨D⁴⟩ − 3⟨D²⟩² = Σ_i(⟨d_i⁴⟩ − 3⟨d_i²⟩²).

This combination is the fourth cumulant; it adds over independent terms. Here each trap contributes pq(1 − 3pq) − 3p²q² = pq(1 − 6pq). Third central moments also add. With skewness g = μ₃/μ₂^(3/2),

κ = (1 − 6pq)/(Npq),
g² = (q − p)²/(Npq) = (1 − 4pq)/(Npq).

Subtraction removes p altogether:

κ − g² = −2pq/(Npq) = −2/N.

The repaired estimator is N = 2/(g² − κ). It requires a common p, equal steps and a current free of other noise. The error law of part (c) holds only for p = 1/2. For N = 5 and γT = 10⁴, with the up and down rates summing to 2γ, the statistical error of the repaired count is 4.6 percent at p = 0.316 and 6.8 percent at p = 0.211.

The kurtosis vanishes for every N when pq = 1/6, that is, for p = (1 − 1/√3)/2 = 0.2113 or its complement. Thus κ = 0 does not prove that there are many traps, or even that the distribution is Gaussian: here g² = 2/N is not zero.

Let the upper-current state lie higher by a free energy E, so that q/p = exp(E/kT). At the smaller root,

q/p = (√3 + 1)/(√3 − 1) = 2 + √3,

so the kurtosis vanishes at E = kT ln(2 + √3) = 34 meV at 300 K.

Now apply a read voltage of 0.1 V across a 5 nm film, and assume that it drops uniformly. The field is then 0.02 V/nm, or 0.2 MV/cm. Suppose that all the traps lie 1 nm from the electrode with which they exchange electrons, that they are balanced at zero bias, and that the field raises the upper-current state. The offset is then 20 meV, and

p = 1/[1 + exp(20/25.85)] = 0.316,  pq = 0.216,
κ = (1 − 1.296)/(5 × 0.216) = −0.274.

The simple estimator gives 7.3 traps instead of 5. The skewness is 0.355, so g² − κ = 0.126 + 0.274 = 0.400, and the repaired estimator returns 5.

**(e) Restore p = 1/2. Find the effects of unequal steps Δ_i and, separately, of an independent Gaussian background of variance B.**

*Model answer.* Trap i now contributes a_i s_i to the current, with a_i = Δ_i/2. Its fourth cumulant is a_i⁴ − 3a_i⁴ = −2a_i⁴. Adding the cumulants and dividing by the squared variance gives

κ = −2Σa_i⁴/(Σa_i²)² = −2/N_eff,
N_eff = (Σa_i²)²/Σa_i⁴.

The Cauchy–Schwarz inequality, (Σ1·a_i²)² ≤ NΣa_i⁴, shows that N_eff ≤ N, with equality for equal |a_i|. With the other assumptions intact, the reading is a lower bound on N, dominated by the large steps.

For steps of 10, 15, 20, 25 and 30 nA, the common factor 1/2 cancels. Then ΣΔ_i² = 2250 nA² and ΣΔ_i⁴ = 1 421 250 nA⁴, so N_eff = 2250²/1 421 250 = 3.56.

A Gaussian background has zero fourth cumulant but adds to the variance. If V is the telegraph variance,

κ = −(2/N)[V/(V + B)]².

For equal steps V = 5 × (10 nA)² = 500 nA². Amplifier noise of 5 nA rms gives B = 25 nA², so κ = −0.4 × (500/525)² = −0.363 and N_est = 5.5. If B is measured separately, multiplying N_est by [V/(V + B)]² restores the count. Shot noise in the 50 kHz sampling bandwidth is about 0.13 nA rms, which is negligible beside the amplifier noise.

**(f) The detector averages the current over a window τ. Find the resulting κ. Assess a 10 µs window at 300 K and at 85 °C, assuming a 0.5 eV switching barrier.**

*Model answer.* Measure time as v = 2γt, so the window has length u = 2γτ. Let z be the window average of one spin. Its second moment is

⟨z²⟩ = (2/u²)∫₀ᵘ(u − v)e^(−v)dv = 2(u − 1 + e^(−u))/u²,

where u − v counts the positions of a pair of times separated by v.

For the fourth moment, order the times as v₁ < v₂ < v₃ < v₄, which gives a factor 4! = 24. Flips in disjoint intervals are independent, so

⟨s(v₁)s(v₂)s(v₃)s(v₄)⟩ = exp[−(v₂ − v₁) − (v₄ − v₃)].

Let w be the sum of these two correlated gaps. It can be divided between them over a range of length w. The remaining length u − w is shared by three unweighted gaps, with volume (u − w)²/2. Thus ⟨z⁴⟩ = 24J/u⁴, with

J(u) = ∫₀ᵘ w e^(−w)(u − w)²/2 dw.

Differentiating twice gives J″ = ∫₀ᵘ w e^(−w)dw = 1 − (1 + u)e^(−u). Integrating twice with J(0) = J′(0) = 0,

J′ = u − 2 + (u + 2)e^(−u),
J = u²/2 − 2u + 3 − (u + 3)e^(−u).

By additivity of cumulants, the sum of N averaged spins has

κ = (1/N)[⟨z⁴⟩/⟨z²⟩² − 3].

For short windows, ⟨z²⟩ ≈ 1 − u/3 and ⟨z⁴⟩ ≈ 1 − 2u/5. The ratio is 1 + (2/3 − 2/5)u = 1 + 4u/15, so

κ ≈ −(2/N)(1 − 2u/15).

Averaging creates intermediate current values and makes N_est too large.

At 300 K, γτ = 0.01 and N_est = 5.01. With a fixed rate prefactor, the barrier raises γ by

exp[(0.5 eV/k)(1/300 K − 1/358.15 K)] = 23.1.

At 85 °C, then, γτ = 0.231 and the full expression gives N_est = 5.33. The same window that was harmless at room temperature now produces an error of 6.5 percent.

**(g) Occupied traps repel with energy W per pair. Find the first-order change in κ, and compare bare and electrode-screened repulsion.**

*Model answer.* Let n_i = (1 + s_i)/2 be the occupation by an electron; had an electron lowered the current instead, the sign of S would change but not κ. Then

W n_i n_j = (W/4)(1 + s_i + s_j + s_i s_j).

Assume that the trap levels compensate the linear terms, so that each trap stays half occupied. The equilibrium weight of a configuration is then proportional to exp(K e₂), with K = −W/(4kT), when all pairs have the same W.

To first order, and because ⟨e₂⟩ = 0 without coupling, the average of any quantity A changes by K⟨A e₂⟩. Part (c) showed that small changes of the moments alter κ by the change in the average of f. The term e₄ is uncorrelated with e₂, while ⟨e₂²⟩ = C(N,2). Hence

δκ = K(−8/N²)N(N − 1)/2 = −4K(N − 1)/N.

Repulsion has K < 0 and, when weak, raises κ towards zero. It disfavours the extreme values of S, and the traps appear more numerous than they are. Strong repulsion can reverse this: for odd N it leaves only S = ±1, and κ tends to −2. For even N it leaves mostly S = 0 with rare excursions to ±2, so κ passes through zero and grows without bound, and −2/κ turns negative. The correction is small compared with 2/N only if |K| ≪ 1/[2(N − 1)].

For a relative permittivity of 20 and a spacing r = 10 nm, the bare repulsion e²/(4πε₀ε_r r) is 7.2 meV. Then K = −7.2/(4 × 25.85) = −0.070 and δκ ≈ 0.22. This is over half of |κ|, so first order is inadequate. Summing over all configurations with the full weight gives κ = −0.228 and N_est = 8.8.

A metal electrode at distance h = 1 nm from the traps adds an image charge of opposite sign at distance √(r² + 4h²) from the other trap:

W = [e²/(4πε₀ε_r)][1/r − 1/√(r² + 4h²)] = 0.14 meV.

The same sum now gives κ = −0.396 and N_est = 5.05. Five traps cannot all be 10 nm apart in a thin film; some pairs must be farther apart. Both figures therefore overestimate the coupling for a minimum spacing of 10 nm. The screened figure also omits the second electrode, 4 nm away on the other side of the film; the full series of images lowers W to 0.018 meV at r = 10 nm. The spacing itself is an assumption. Traps near a narrow filament can be much closer, and then screening no longer removes the effect: with one electrode and equal W for all pairs, r = 3 nm gives W = 4.0 meV and N_est = 6.9, and r = 2 nm gives W = 10.5 meV and N_est = 11.2.

**(h) How far can the count be trusted in a real cell?**

*Model answer.* The current, step and dwell time above are rough typical values for an oxide cell, but steps and dwell times vary widely between devices, and five identical traps are an idealization. For a uniform voltage drop, the read field is far below oxide breakdown, which takes roughly several MV/cm. If a filament leaves only a short gap, the field there and the level offset are larger: a drop over 3 nm would give 33 meV at the same trap depth. Level offset is the more serious concern. In a disordered oxide the levels need not agree within kT, whereas a common 20 meV offset already turns 5 into 7.3, 33 meV turns it into about 100, and 34 meV makes the simple estimator diverge; beyond that κ is positive and −2/κ is negative. If the offsets differ from trap to trap, the skewness repair is no longer exact.

The errors have different signs. Unequal steps lower the reading to 3.6 in the example, while background, averaging and weak repulsion raise it. They were evaluated one at a time, and a reading near 5 could result from cancellation. If the current passes through a narrow filament, one trap may also change the step of another; the additivity assumed here then fails, by an amount this model cannot supply.

Unequal flip rates do not change the one-time distribution if each trap remains balanced, but the record must then be long compared with the slowest dwell time. A skewness compatible with zero does not prove balance: the third cumulant of a trap, proportional to pq(q − p), changes sign when p and q are exchanged, so opposite offsets can cancel in the skewness, while their effects on the fourth cumulant, proportional to pq(1 − 6pq), add. A credible count from −2/κ therefore needs a record long enough for the accuracy wanted, separate evidence that each trap is balanced, a measured background, a window short compared with the fastest dwell time, and evidence that the steps are similar and the coupling between traps is weak. Without these, −2/κ describes the shape of the distribution and is not a count of traps.

Computed results

```
excess kurtosis, N=1: -2.0000
excess kurtosis, N=2: -1.0000
excess kurtosis, N=5: -0.4000
excess kurtosis, N=10: -0.2000
excess kurtosis, N=50: -0.0400
mean current: 1000 nA; step: 20 nA
mean dwell: 1.0 ms; flip rate: 1000 1/s
record: 10 s; sampling interval: 10 us
telegraph variance, N=5: 500.0 nA^2
telegraph rms: 22.36 nA
ideal excess kurtosis: -0.4000
record coefficient c_N: 1.6640
standard error of kurtosis: 0.0129
relative error of N: 3.22 percent
simulated record kurtosis: -0.3973
N from simulated record: 5.034
time for 10 percent, N=5: 1.04 s
time for 10 percent, N=50: 332 s
ensemble: 400 records, gamma*T = 1000
ensemble mean kurtosis: -0.3966
ensemble sd: 0.0399; predicted: 0.0408
amplifier noise: 5.0 nA; shot noise: 0.127 nA
with amplifier noise: kurtosis -0.3628, N 5.512
unequal steps (nA): 10 15 20 25 30
unequal steps: kurtosis -0.5615, N 3.562
temperature: 300 K; kT: 25.85 meV
read voltage: 0.1 V; film: 5 nm
trap depth: 1 nm; read field: 0.20 MV/cm
level offset: 20.0 meV; occupation: 0.3157
with offset: kurtosis -0.2742, N 7.294
with offset: skewness 0.3547
N repaired with skewness: 5.000
offset for zero kurtosis: 34.05 meV
occupation for zero kurtosis: 0.2113
300 K averaging: gamma*tau 0.0100, N 5.013
barrier: 0.5 eV; hot temperature: 358.15 K
rate increase when hot: 23.11 times
hot averaging: gamma*tau 0.2311, N 5.327
trap spacing: 10 nm; permittivity: 20
bare pair energy: 7.200 meV
bare coupling: kurtosis -0.2284, N 8.757
screened pair energy: 0.140 meV
screened coupling: kurtosis -0.3957, N 5.054
```
